# Why the plane-wave cutoff must act on k+G, not G

## The decision

A band calculation needs a list of plane waves for each Bloch vector $\mathbf k$. One can build a single list of reciprocal-lattice vectors $\mathbf G$ and reuse it everywhere, or build a new list at each $\mathbf k$ from the length of $\mathbf k+\mathbf G$. The choice decides whether a mesh may be written with fractional coordinates between 0 and 1, whether $\mathbf k$ points that differ by a reciprocal-lattice vector may be merged, and whether the slope of a band vanishes at those zone-boundary points where symmetry requires it.

With $K$ the radius of the cutoff sphere, the two rules are:

- Rule A keeps the waves with $|\mathbf k+\mathbf G|<K$.
- Rule B keeps the waves with $|\mathbf G|<K$, the same list for every $\mathbf k$.

Both converge to the same bands as $K\to\infty$. At finite $K$, rule A gives bands with the full periodicity of the reciprocal lattice, and rule B in general does not. This is the sense of "must" in the title. Rule A has a price, jumps of the bands as $\mathbf k$ varies, which is sized below.

Equations are in atomic units, so the cutoff energy is $E_{\rm cut}=K^2/2$. The potential is held fixed while the rules are compared.

## Why rule A is periodic

Write $\mathbf q=\mathbf k+\mathbf G$ for the wavevector of a plane wave, $|\mathbf q\rangle\propto e^{i\mathbf q\cdot\mathbf r}$. The Hamiltonian is $H=T+V$, where $V$ may be local or nonlocal but commutes with every lattice translation $T_{\mathbf R}$. Since $T_{\mathbf R}|\mathbf q\rangle=e^{-i\mathbf q\cdot\mathbf R}|\mathbf q\rangle$,

$$\langle\mathbf q|V|\mathbf q'\rangle=\langle\mathbf q|T_{\mathbf R}^\dagger VT_{\mathbf R}|\mathbf q'\rangle=e^{i(\mathbf q-\mathbf q')\cdot\mathbf R}\langle\mathbf q|V|\mathbf q'\rangle .$$

The element vanishes unless the phase is 1 for all $\mathbf R$, that is, unless $\mathbf q-\mathbf q'$ is a reciprocal-lattice vector. The matrix to be diagonalized is therefore

$$H_{\mathbf q\mathbf q'}=\tfrac12|\mathbf q|^2\,\delta_{\mathbf q\mathbf q'}+\langle\mathbf q|V|\mathbf q'\rangle .$$

It contains the physical wavevectors alone. How $\mathbf q$ is split into $\mathbf k$ and $\mathbf G$ is a matter of labels, so the eigenvalues depend on $\mathbf k$ only through the set of $\mathbf q$ that is kept.

For rule A this set is

$$S_A(\mathbf k)=\{\mathbf k+\mathbf G:\ |\mathbf k+\mathbf G|<K\}.$$

Replace $\mathbf k$ by $\mathbf k+\mathbf G_0$ and put $\mathbf G'=\mathbf G+\mathbf G_0$. As $\mathbf G$ runs over the whole reciprocal lattice, so does $\mathbf G'$, and

$$S_A(\mathbf k+\mathbf G_0)=\{\mathbf k+\mathbf G':\ |\mathbf k+\mathbf G'|<K\}=S_A(\mathbf k).$$

The same waves are kept, perhaps in another order. Reordering rows and columns together does not change eigenvalues, hence $E_n^A(\mathbf k+\mathbf G_0)=E_n^A(\mathbf k)$ for every band and every $K$. No convergence is needed.

## Why rule B is not

For rule B, $\mathbf G=\mathbf q-\mathbf k$, so the kept set is

$$S_B(\mathbf k)=\{\mathbf q=\mathbf k+\mathbf G:\ |\mathbf q-\mathbf k|<K\}.$$

This is a ball centred on $\mathbf k$ instead of on the origin. Passing to $\mathbf k+\mathbf G_0$ leaves the lattice of allowed $\mathbf q$ unchanged but moves the ball by $\mathbf G_0$. Waves are lost on one side and gained on the other. The same physical problem is then solved in two different variational spaces.

The smallest case shows the mechanism. In one dimension take $V(x)=2V_1\cos gx$ with $g=2\pi/a$, which couples waves differing by $\pm g$ with strength $V_1$. Let $g<K<2g$, so that rule B keeps $G=-g,0,g$. At $k=0$ the waves are $q=-g,0,g$. The lowest level starts from $q=0$ and is lowered by both neighbours, each of kinetic energy $g^2/2$. To second order in $V_1$,

$$E^B(0)\simeq 2\,\frac{V_1^2}{0-g^2/2}=-\frac{4V_1^2}{g^2}.$$

At the equivalent point $k=g$ the waves are $q=0,g,2g$. The wave $q=0$ is still present but has lost its neighbour $q=-g$, and $q=2g$ does not couple to it directly. Thus

$$E^B(g)\simeq-\frac{2V_1^2}{g^2},\qquad E^B(g)-E^B(0)\simeq\frac{2V_1^2}{g^2}.$$

The result holds for $V_1\ll g^2/2$. Rule A keeps $q=-g,0,g$ at both points and gives no difference. With $V_1=0$ the difference disappears under rule B too, because the wave $q=0$ is in both lists. The violation comes from coupling to waves that one list has and the other lacks, not from the kinetic energy of the low states.

## How large the violation can be

The error of rule B can be enclosed between two rule-A calculations. If $|\mathbf G|<K$, the triangle inequality gives

$$|\mathbf k+\mathbf G|\le|\mathbf k|+|\mathbf G|<K+|\mathbf k| .$$

Conversely, if $|\mathbf k+\mathbf G|<K-|\mathbf k|$, then

$$|\mathbf G|=|(\mathbf k+\mathbf G)-\mathbf k|\le|\mathbf k+\mathbf G|+|\mathbf k|<K .$$

So the rule-B set lies inside the rule-A set of radius $K+|\mathbf k|$ and contains the one of radius $K-|\mathbf k|$. By the min-max principle, the $n$th eigenvalue in a finite basis is the minimum, over all $n$-dimensional subspaces of that basis, of the largest expectation value of $H$. A larger basis offers more subspaces, so the eigenvalue cannot rise. Writing $E_n[K]$ for the rule-A energy at radius $K$,

$$E_n[K+|\mathbf k|]\ \le\ E_n^B(\mathbf k)\ \le\ E_n[K-|\mathbf k|].$$

This requires $|\mathbf k|<K$ and at least $n$ waves in the smaller ball. The two bracketing cutoffs are

$$\tfrac12(K\pm|\mathbf k|)^2=E_{\rm cut}\left(1\pm\frac{|\mathbf k|}{K}\right)^2 .$$

Rule B thus guarantees only the accuracy of the lower cutoff, and the guarantee weakens as $\mathbf k$ moves outwards. The inequality does not fix the sign of $E_n^B(\mathbf k+\mathbf G_0)-E_n^B(\mathbf k)$, since the rule-B balls centred on $\mathbf k$ and on $\mathbf k+\mathbf G_0$ have equal radii and neither contains the other.

## Numbers for PbTe

Rocksalt PbTe suits the question because the band edges that matter for transport lie at L, on the zone boundary. The bands are computed in the local-density approximation (Slater exchange, VWN correlation) with GTH-PADE pseudopotentials and without spin-orbit coupling. The lattice constant is a rough 0.65 nm. The density is made self-consistent with rule A at 160 eV on a $4\times4\times4$ mesh, and the resulting potential is frozen for all comparisons of the rules.

The gap at L is 0.64 eV. It changes by $-3.5$ meV from a $3\times3\times3$ to a $4\times4\times4$ mesh. Raising the cutoff from 160 to 240 eV, with the density recomputed on the $3\times3\times3$ mesh, changes it by 25 meV. In the frozen potential the same step raises it by 112 meV, and 400 eV gives 0.79 eV, 156 meV above the value at 160 eV. The small shift with a recomputed density thus owes much to a compensating change of the potential, and 0.64 eV is the gap at this cutoff, not a converged value: with the density recomputed at 320 eV on the $3\times3\times3$ mesh, the gap is 49 meV larger than at 160 eV, and at 400 eV it is 48 meV larger, so it settles near 0.69 eV.

Take the mesh point $-\mathbf b_1/4$, where $\mathbf b_1$ is a primitive reciprocal vector. With coordinates between 0 and 1 the same point is written $3\mathbf b_1/4$. At 160 eV, rule B gives for $E_n(3\mathbf b_1/4)-E_n(-\mathbf b_1/4)$ in the five valence bands

$$156,\quad -28,\quad 23,\quad 23,\quad 212\ \text{meV}.$$

Under rule A, this pair and two shifts of a general $\mathbf k$ point agree to $3\times10^{-14}$ eV, which is rounding error. The rule-B violation of 212 meV is about eight times the 25 meV by which the gap moved when the density was recomputed, and about twice the 112 meV by which it moved in the frozen potential. A small shift of the gap at one $\mathbf k$ therefore says little about how well rule B respects periodicity. The negative entry for band 2 illustrates that the sign is not fixed.

The bracket can be followed for band 5. Here $K=64.8$ nm$^{-1}$, and the two vectors have lengths 4.19 and 12.56 nm$^{-1}$. For the longer one, $|\mathbf k|/K=0.194$, and the bracketing cutoffs are

$$160\,(1-0.194)^2\simeq104\ \text{eV},\qquad160\,(1+0.194)^2\simeq228\ \text{eV}.$$

For the shorter one they are 140 and 181 eV. Energies are given relative to the rule-A value at 320 eV, which is a reference and not the converged limit:

| Point | Lower bound | Rule B | Upper bound |
|---|---|---|---|
| $-\mathbf b_1/4$ | 161 meV | 194 meV | 361 meV |
| $3\mathbf b_1/4$ | 51 meV | 406 meV | 769 meV |

The difference $406-194=212$ meV is the violation found above. The bounds alone would have allowed anything from $51-361=-310$ to $769-161=608$ meV. They give the scale and the guarantee, not the value.

The largest violation among the five bands falls with cutoff:

| Cutoff | Largest violation |
|---|---|
| 120 eV | 393 meV |
| 160 eV | 212 meV |
| 240 eV | 80 meV |
| 320 eV | 4 meV |

The fall is far from uniform, and not even steady: the violation is 82 meV at 200 eV and 84 meV at 220 eV. These four values should therefore not be extrapolated. That the violation must vanish in the end follows from the bracket: at fixed $\mathbf k$ both bounds tend to the same limit as $K\to\infty$.

## What goes wrong at the zone boundary

Inversion symmetry survives under both rules: $\mathbf G\to-\mathbf G$ maps the list for $\mathbf k$ onto the list for $-\mathbf k$, so $E(-\mathbf k)=E(\mathbf k)$. At L, twice the vector is a reciprocal-lattice vector, $2\mathbf L=\mathbf G_0$. Under rule A, for any displacement $\mathbf d$,

$$E(\mathbf L+\mathbf d)=E(-\mathbf L-\mathbf d)=E(-\mathbf L-\mathbf d+2\mathbf L)=E(\mathbf L-\mathbf d).$$

The first step is inversion and the second is periodicity. The band is even about L, and its slope there is zero wherever it is differentiable. Rule B keeps the first step and loses the second, so nothing forces the slope to vanish.

For the top valence band at 160 eV, rule B gives a slope of $+72.5$ meV nm at L along the line leading away from $\Gamma$, and a curvature of $-0.180$ eV nm$^2$. Expanding the derivative to first order about L, $E'(\mathbf L)+E''\delta=0$, puts the maximum on this line at

$$\delta=-\frac{E'}{E''}=\frac{0.0725}{0.180}\ \text{nm}^{-1}\simeq0.40\ \text{nm}^{-1}$$

beyond L, which is 5% of the $\Gamma$–L distance of 8.37 nm$^{-1}$. The slope recomputed at that point was tested to be less than a tenth of its value at L. In the same quadratic approximation the false maximum lies $E'^2/(2|E''|)=0.0725^2/0.360\ \text{eV}\simeq15$ meV above the energy at L. The computed band gives about 14 meV.

Folding all points into the first zone before applying rule B makes the labels unique but does not cure this. The band then rises to L with slope $+72.5$ meV nm and falls away on the other side with the opposite slope. The edge becomes a cusp, to which no effective mass can be assigned.

Degeneracies can be lost as well. The ball of rule B respects a point operation that maps $\mathbf k$ onto itself, but not one that returns $\mathbf k$ only up to some $\mathbf G_0$. Consider the zone corner $\mathbf W=(2\pi/a)(1,\tfrac12,0)$:

- The mirror $z\to-z$ leaves $\mathbf W$ where it is.
- The mirror $x\to-x$ changes it by $(2\pi/a)(-2,0,0)$.
- The fourfold rotation-inversion $(x,y,z)\to(z,-y,-x)$ takes it to $(2\pi/a)(0,-\tfrac12,-1)$, a change of $(2\pi/a)(-1,-1,-1)$.

Both changes are reciprocal-lattice vectors, so under rule A all three are symmetries at W. The last operation exchanges the roles of $x$ and $z$. A state odd in $x$ and even in $z$ is turned into one even in $x$ and odd in $z$. The two are orthogonal and must have equal energy. Under rule B only the mirror $z\to-z$ remains, and it does not tie the two states together. In the calculation, valence bands 3 and 4 at W agree to $3\times10^{-14}$ eV under rule A and are split by 3.2 meV under rule B.

## The price of rule A

Under rule B the list is fixed and the matrix elements vary smoothly with $\mathbf k$, so the bands are continuous, and smooth where they do not touch. Under rule A a wave enters or leaves whenever some $|\mathbf k+\mathbf G|$ passes through $K$. The basis then changes by a finite step, and so do the energies.

At one such point, 57% of the way from $\Gamma$ to L, the number of waves goes from 311 to 314. The largest jump among the five valence bands at this point is 15 meV at 160 eV, in band 2; the top valence band jumps by 4.5 meV there. Over the whole line from $\Gamma$ to L the largest is 32 meV, in the top valence band, 98% of the way to L. Rule B, over the same tiny step in $\mathbf k$, changes by less than $10^{-4}$ meV.

This matters for numerical derivatives. If a jump $J$ falls between the central point and one neighbour of the three-point formula

$$E''\simeq\frac{E(+h)-2E(0)+E(-h)}{h^2},$$

it adds an error of magnitude $J/h^2$. With $J=0.015$ eV and $h=0.3$ nm$^{-1}$ this is $0.015/0.09\simeq0.17$ eV nm$^2$, nearly as large as the curvature of 0.18 eV nm$^2$ quoted above, which belongs to the top band at L and serves here only as a scale. At L itself it is worse. The 32 meV jump lies about 0.15 nm$^{-1}$ away on both sides, so both neighbours are shifted, and this jump alone gives an error of $2\times0.032/0.09\simeq0.71$ eV nm$^2$. The formula then returns about $+0.46$ eV nm$^2$, which has the wrong sign. Halving $h$ makes the error four times larger as long as the jump still lies inside the interval. At L it does not: the jump is 0.154 nm$^{-1}$ away, so with $h=0.15$ nm$^{-1}$ all three points share one list and the formula returns $-0.20$ eV nm$^2$. Rule A therefore protects symmetry and periodicity, but it does not make a low cutoff safe for effective masses.

## What to do

For total energies, densities and bands on a mesh, use rule A and rebuild the list at every $\mathbf k$. Points may then be written in any zone and merged by reciprocal-lattice translations without an error from the basis. A direct check is to compute the bands at $\mathbf k$ and at $\mathbf k+\mathbf G_0$ in the same potential. They should agree to rounding error at any cutoff. Agreement shows that the lists are consistent. It does not show that the cutoff is sufficient.

For derivatives at a chosen point $\mathbf k_0$, there is a way to avoid both the jumps and the false slope. Select the list once, by $|\mathbf k_0+\mathbf G|<K$, and keep those $\mathbf G$ for all the nearby points $\mathbf k_0+\mathbf d$ of the derivative. The matrix is then smooth in $\mathbf d$. At $\mathbf k_0=\mathbf L$ the evenness also survives. Inversion sends the wave $\mathbf L+\mathbf d+\mathbf G$ to

$$-\mathbf L-\mathbf d-\mathbf G=\mathbf L-\mathbf d+\mathbf G',\qquad\mathbf G'=-\mathbf G-2\mathbf L,$$

and $|\mathbf L+\mathbf G'|=|-\mathbf L-\mathbf G|=|\mathbf L+\mathbf G|<K$, so $\mathbf G'$ is in the same list. Hence $E(\mathbf L+\mathbf d)=E(\mathbf L-\mathbf d)$ with a smooth band and zero slope, provided the band is not degenerate at L. The curvature still carries the error of a finite cutoff and has to be converged. For the top valence band at L, along the line from $\Gamma$, it is $-0.20$ eV nm$^2$ at 160 eV and $-0.18$ eV nm$^2$ at 400 eV in the frozen potential.

If a code needs one list for the whole zone, the list can be enlarged. A radius $K+k_{\max}$, with $k_{\max}$ the largest $|\mathbf k|$ in use, contains every rule-A set of radius $K$. By the min-max argument no band then lies above its rule-A value at $K$. For points inside the first zone of this lattice, $k_{\max}=|\mathbf W|$. The number of waves grows as the volume of the sphere, by about $(1+k_{\max}/K)^3=1.59$. The actual count rises from 331 to 531, a factor of 1.60. If the cost of diagonalization grows as the cube of the matrix size, the time rises by $1.6^3\simeq4$. Periodicity is still not exact, and it need not improve everywhere. Here the false slope at L falls from 72.5 to about 20 meV nm, but the splitting at W rises from 3.2 to 17 meV. If mesh points outside the first zone are used, $k_{\max}$ must include them.

## How far the example represents real PbTe

The lattice constant is close to the real one. The gap is not: the real gap is roughly 0.3 eV at room temperature, about half the computed 0.64 eV. One assumption that clearly fails is the neglect of spin-orbit coupling. A radial Dirac estimate in a screened Thomas–Fermi field gives splittings of about 3.3 eV for Pb 6p and 1.0 eV for Te 5p. Both are too large, the Pb value by about a factor of two: a self-consistent relativistic calculation of the free atoms in the local-density approximation gives 1.5 and 0.8 eV. Even so, the coupling is larger than the gap and can reorder or strongly shift the edges at L. The local-density approximation adds a gap error of its own. For carrier populations the 212 meV violation is not the relevant figure, because it was found halfway from $\Gamma$ to L, away from the band edge. What counts is the error near L. There the false maximum is about 14 meV high, and the equivalent points 0.40 nm$^{-1}$ on either side of L differ by about 55 meV under rule B. The thermal energy at 300 K is 26 meV, so neither error is negligible.

None of this touches the periodicity argument. Spin-orbit coupling commutes with lattice translations, so it enters as another part of $V$, with two spin components for each wave. The violations in meV do belong to this potential and these cutoffs. With other pseudopotentials, or with spin-orbit coupling included, they have to be computed again. Most of the values are in the numerical output below.

## Values computed for the example and the checks

```
lattice constant (rough input)     0.65 nm
main cutoff                        160 eV
sphere radius K                    64.80 1/nm
gap at L, 4x4x4 density mesh       0.639 eV
gap shift, mesh 3x3x3 to 4x4x4     -3.5 meV
gap shift, 160 to 240 eV (3x3x3)   25.2 meV
valence top at Gamma minus at L     -1.229 eV
valence top at X     minus at L     -2.679 eV
|k| for -b1/4 and 3b1/4            4.19, 12.56 1/nm
|k+G| rule, worst violation        2.6e-14 eV
common G, 120 eV: largest |E(3b1/4)-E(-b1/4)| 392.915 meV
common G, 160 eV: largest |E(3b1/4)-E(-b1/4)| 211.775 meV
  by band 1-5 (meV): 156.49 -27.70 22.70 22.70 211.77
common G, 240 eV: largest |E(3b1/4)-E(-b1/4)| 79.871 meV
common G, 320 eV: largest |E(3b1/4)-E(-b1/4)| 4.283 meV
-b1/4: bracketing cutoffs          140.0, 181.3 eV
  band 5 above 320 eV value: low, common, high 161.13, 193.83, 361.08 meV
3b1/4: bracketing cutoffs          104.0, 228.0 eV
  band 5 above 320 eV value: low, common, high 51.20, 405.61, 769.19 meV
common G: valence slope at L       72.500 meV nm
common G: curvature at L           -0.180 eV nm^2
common G: turning point minus L    0.40305 1/nm
distance Gamma-L                   8.37 1/nm
W doublet is bands                 3 and 4
W doublet splitting, |k+G| rule    2.7e-14 eV
W doublet splitting, common G      3.152 meV
entry/exit point on Gamma-L        0.5730 of the way
plane waves before, after          311, 314
largest band jump, |k+G| rule      15.0076 meV
same step, common G                8.0e-05 meV
common list, radius K              331 plane waves
common list, radius K+|W|          531 plane waves
cost ratio: counted, (1+|W|/K)^3   1.60, 1.59
neglected spin-orbit, Pb 6p (rough) 3.3 eV
neglected spin-orbit, Te 5p (rough) 1.0 eV
thermal energy at 300 K            25.9 meV
```
